# Jastrow Factors and the Fixed-Node Diffusion Monte Carlo Energy

**Q.** I improved the Jastrow factor of my trial function and the variational energy fell. I now expect the fixed-node diffusion Monte Carlo (DMC) energy to fall too. The walkers are guided by a better function, so they should find a better state. Is that wrong?

**A.** Let us first separate the guide from the state being sought. Write the real trial function as

\[
\Psi_T=e^{J}D ,
\]

where \(D\) is antisymmetric, for instance a determinant, and \(J\) is real, finite and symmetric under exchange. Where does \(\Psi_T\) vanish?

**Q.** Where \(D\) does, since \(e^J\) is positive. But the fixed-node state must still depend on the guide in some way.

**A.** It depends on the guide through its zeros. Take a local potential \(V\), one that multiplies the wave function. Inside a nodal pocket, a region bounded by the zeros of \(D\), DMC projects onto the lowest state that vanishes on the boundary:

\[
E_{\rm FN}=\min_{\phi=0\ \text{on the nodes}}
\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}.
\]

Neither \(H\) nor the boundary condition contains \(J\). With \(D\) held fixed, changing \(J\) therefore leaves \(E_{\rm FN}\) unchanged. This is a statement about long projection, zero time step and infinite population.

**Q.** Yet the simulation uses \(J\) at every step. How can it drop out?

**A.** Let me use a case small enough to solve without random walks: two same-spin electrons in a two-dimensional harmonic trap. In Hartree atomic units, set \(\mathbf r=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\). Then \(\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r\), and the cross terms cancel in the sum:

\[
-\tfrac12(\nabla_1^2+\nabla_2^2)=-\tfrac14\nabla_R^2-\nabla_r^2 .
\]

Also \(x_1^2+x_2^2=2X^2+x^2/2\), and likewise for \(y\). The relative Hamiltonian is

\[
H=-\nabla^2+V,\qquad
V=\tfrac14(\omega_x^2x^2+\omega_y^2y^2)+\frac1r .
\]

The centre of mass is in its ground state and adds the constant \((\omega_x+\omega_y)/2\), which is included in all energies below.

Imaginary-time projection obeys \(\partial_t\phi=\nabla^2\phi-(V-E_T)\phi\), with \(E_T\) an energy offset. DMC with importance sampling follows \(f=\Psi_T\phi\). Put \(\mathbf w=\nabla\ln\Psi_T\). Differentiating \(\phi=f/\Psi_T\) twice and multiplying by \(\Psi_T\) gives

\[
\Psi_T\nabla^2\phi=\nabla^2f-2\mathbf w\cdot\nabla f
-f\frac{\nabla^2\Psi_T}{\Psi_T}+2fw^2 .
\]

Since \(\nabla\cdot\mathbf w=\nabla^2\Psi_T/\Psi_T-w^2\), we have

\[
-2\nabla\cdot(f\mathbf w)=-2\mathbf w\cdot\nabla f
-2f\frac{\nabla^2\Psi_T}{\Psi_T}+2fw^2 .
\]

Comparing the two lines,

\[
\Psi_T\nabla^2\phi=\nabla^2f-2\nabla\cdot(f\mathbf w)+f\frac{\nabla^2\Psi_T}{\Psi_T}.
\]

The last term combines with \(-Vf\) into the local energy \(E_L=H\Psi_T/\Psi_T\):

\[
\partial_t f=\nabla^2f-2\nabla\cdot(f\mathbf w)-(E_L-E_T)f .
\]

So \(J\) changes both the drift and the branching.

**Q.** That seems to support me. Better drift and better branching should give a better energy.

**A.** The two changes compensate. Write any admissible state as \(\phi=\Psi_Tg\). Then

\[
|\nabla\phi|^2=\Psi_T^2|\nabla g|^2+\nabla(g^2\Psi_T)\cdot\nabla\Psi_T ,
\]

as expanding the last product confirms. Integrate that product by parts. The surface term contains \(\Psi_T\), which vanishes on the node, and the functions decay at infinity. What remains is \(-\int g^2\Psi_T\nabla^2\Psi_T\). Adding the potential term gives

\[
\langle\phi|H|\phi\rangle=\int\Psi_T^2\left(|\nabla g|^2+E_Lg^2\right),
\qquad
\langle\phi|\phi\rangle=\int\Psi_T^2g^2 .
\]

If \(J\) is replaced by \(J'\), the same \(\phi\) is described by \(g'=e^{J-J'}g\). The label of each state changes, but the set of states and their energies do not.

**Q.** But the code reports an average of \(E_L\), and \(E_L\) contains \(J\).

**A.** At long times \(f\propto\Psi_T\phi_0\), where \(\phi_0\) is the fixed-node ground state. The reported average is

\[
\frac{\int\phi_0\Psi_TE_L}{\int\phi_0\Psi_T}
=\frac{\int\phi_0H\Psi_T}{\int\phi_0\Psi_T}.
\]

Moving \(H\) onto \(\phi_0\) costs a surface integral of \(\phi_0\partial_n\Psi_T-\Psi_T\partial_n\phi_0\), with \(\partial_n\) the normal derivative. It vanishes because both functions are zero on the node. Inside the pocket \(H\phi_0=E_{\rm FN}\phi_0\), so the ratio is \(E_{\rm FN}\) for every such \(J\).

**Q.** Can you show this with a node that is actually wrong? With an exact node there would be nothing left to improve.

**A.** Take \(\omega_x=0.25\) and \(\omega_y=0.35\) hartree, and the orbitals

\[
s=e^{-(\omega_xx^2+\omega_yy^2)/2},\qquad
p=(x\cos\theta+y\sin\theta)\,s ,\qquad \theta=30^\circ .
\]

The determinant \(p(1)s(2)-s(1)p(2)\) equals a centre-of-mass Gaussian times

\[
u\,e^{-(\omega_xx^2+\omega_yy^2)/4},\qquad u=x\cos\theta+y\sin\theta ,
\]

where \(x,y\) are now relative coordinates. The node is the line \(u=0\), and exchange maps one half plane onto the other.

For the Jastrow factor use \(J=ar/(1+br)\). At small \(r\), \(\Psi_T\propto u(1+ar)\). In two dimensions

\[
\nabla^2(ur)=u\nabla^2r+2\nabla u\cdot\nabla r=\frac ur+\frac{2u}r=\frac{3u}r .
\]

The kinetic term \(-3au/r\) must cancel the repulsion \(u/r\), so \(a=1/3\). Minimizing the variational energy then gives \(b=0.1117\) per bohr. For contrast I include no Jastrow factor, and a harmful one with \(a=-1/6\) and \(b=1/2\), which pulls the electrons together.

The energies in hartree, from quadrature and basis expansions without random sampling, are:

| Jastrow | Variational | Fixed-node |
|---|---:|---:|
| harmful | 1.21232 | 1.16228 |
| none | 1.20066 | 1.16228 |
| optimized | 1.17002 | 1.16228 |

The optimized factor lowers the variational energy by \(1.20066-1.17002=0.03064\) hartree. The fixed-node energy does not move. Minimizing the guided functional and evaluating the mixed average both reproduce the value found with no guide at all, \(1.16228\) hartree or \(31.627\) eV. The tests allow differences of \(10^{-5}\) and \(2\times10^{-5}\) hartree respectively.

**Q.** Then what would lower it?

**A.** A better node. With \(\theta=0\) the fixed-node energy is \(1.14699\) hartree. A calculation over antisymmetric functions with no node imposed gives the same number, so for this model the untilted node is correct to the numerical accuracy. The tilt costs

\[
1.16228-1.14699=0.01529\ \text{hartree}.
\]

The excess of the optimized variational energy over the fermion ground energy splits accordingly:

\[
\underbrace{1.17002-1.14699}_{0.02303}
=\underbrace{1.17002-1.16228}_{0.00774}
+\underbrace{1.16228-1.14699}_{0.01529}.
\]

A more flexible \(J\) can reduce the first part. The second belongs to \(D\). Indeed \(\Psi_T\) is itself an admissible \(\phi\), so its variational energy cannot fall below \(E_{\rm FN}\), whatever \(J\) is.

**Q.** My DMC energy did fall when I reoptimized everything together.

**A.** That is compatible with all of this. If the orbitals or determinant coefficients were optimized along with \(J\), the zeros of \(D\) could move. A new \(J\) can change which \(D\) minimizes the variational energy, and so act on the node indirectly. To isolate the Jastrow factor, keep \(D\) fixed.

**Q.** If \(D\) is fixed, why bother with a good Jastrow factor?

**A.** Because it makes \(E_L\) smoother. Here the variance of \(E_L\) over \(\Psi_T^2\) falls from \(0.03286\) to \(0.00269\) hartree squared, a factor of about 12. In the ideal limit \(E_L\) is constant in the pocket. Then all branching weights are equal and every walker reports the same energy, so neither a finite step nor a finite population can shift the average.

Population bias has a useful opposite limit. Suppose each ensemble holds one walker and is resampled to one walker after every step. Its weight cancels from the normalized average. Metropolis acceptance then leaves it sampling \(\Psi_T^2\), and the result is the variational energy. The bias relative to \(E_{\rm FN}\) is thus \(0.0384\) hartree with no Jastrow factor and \(0.0077\) with the optimized one.

For ensembles of five walkers, measured against 2000 walkers at the same step of 0.4 inverse hartree, the biases are

\[
0.0085\pm0.0004\quad\text{and}\quad0.0017\pm0.0001\ \text{hartree}.
\]

The optimized factor reduces the bias about fivefold.

**Q.** And the time-step bias?

**A.** These runs use 2000 walkers, Metropolis acceptance, rejection of node crossings and a cap on the local energy in the branching weights. The deviations from \(E_{\rm FN}\), in hartree, are:

| Step (inverse hartree) | No Jastrow | Optimized |
|---|---:|---:|
| 1.6 | \(-0.455\pm0.058\) | \(-0.025\pm0.013\) |
| 0.4 | \(+0.0006\pm0.0002\) | \(0.0000\pm0.0001\) |
| 0.2 | \(+0.0012\pm0.0003\) | \(+0.0001\pm0.0001\) |

At the largest step the run without a Jastrow factor gives \(0.707\) hartree, far below the fermion ground energy. A finite-step DMC energy is not protected by the variational bound. The first row rests on one run per guide. It shows that this step is too large to trust. At such a step the result without a Jastrow factor can change from one random sequence to the next by far more than its quoted error, and a single run does not fix the spread for the optimized factor either. The row should not be read as a measured ratio of the two biases.

**Q.** Why does it fail so badly there?

**A.** I can derive one suspect, but not prove that it is the cause. Let \(v\) be the coordinate along the node. The Gaussian in \(\Psi_T\) has exponent \(-\tfrac14(Au^2+Bv^2+2Cuv)\), with

\[
C=\sin\theta\cos\theta\,(\omega_y-\omega_x)=0.043\ \text{hartree}.
\]

The cross term in \(-\nabla^2\Psi_T/\Psi_T\), between the factor \(u\) and the Gaussian, is

\[
-2\,\frac1u\left[-\tfrac12(Au+Cv)\right]=A+C\frac vu .
\]

So \(E_L\) tends to \(-\infty\) on one half of the node. The corresponding Jastrow term is \(-2J'(r)/r\), which stays finite as \(u\to0\) at fixed \(r>0\), so this \(J\) cannot remove the divergence. At a large step, a walker that lands where \(E_L\) is very low can receive a large weight and be copied several times. These runs do not show where the low energies arise, and since the divergence is the same for both guides, the optimized factor gives no guarantee against the same failure at this step.

**Q.** The small-step results without a Jastrow factor look odd too. The deviation grows when the step is halved.

**A.** It does, although the change is only about 1.8 combined standard errors. Linear extrapolation from the two smaller steps gives \(1.1641\pm0.0006\) hartree without a Jastrow factor and \(1.1624\pm0.0002\) with the optimized one. The first lies 3.1 standard errors above \(E_{\rm FN}\), the second 0.7.

The first result passes the test set for it, four standard errors plus \(0.0002\) hartree for curvature, but it is not close agreement. The likely fault is the extrapolation itself. The step bias must vanish at zero step, so if it really rises from step 0.4 to step 0.2 it has a maximum below 0.4, and a straight line through these two points overshoots. These runs include no smaller step, so they cannot by themselves exclude a fluctuation or an underestimated error bar. The evidence for equal fixed-node energies is therefore the derivation and the calculation without sampling. At the two smaller steps, the walks with the optimized guide lie closer to that energy and have smaller statistical errors.

**Q.** Are other DMC averages equally independent of \(J\)?

**A.** Not in general. The surface-term argument used \(H\phi_0=E_{\rm FN}\phi_0\), and the separation \(r\) has no such property. Its average over \(\phi_0^2\) is \(4.220\) bohr. The mixed average over \(\phi_0\Psi_T\) is \(3.883\) bohr without a Jastrow factor, 8% below that value, and \(4.178\) bohr with the optimized one, 1% below.

**Q.** I use pseudopotentials. Does the energy argument survive?

**A.** Not with nonlocal pseudopotentials in the locality approximation. There the nonlocal operator \(W\) is replaced by the multiplicative potential \((W\Psi_T)/\Psi_T\), so \(J\) enters the Hamiltonian itself.

A model shows the effect. At the untilted node add \(W=\lambda|q\rangle\langle q|\) to the relative Hamiltonian, with \(\lambda=0.2\) hartree and \(q\propto x\,e^{-r^2/4}\), normalized. The energies in hartree are \(1.19238\) with \(W\) treated in full, \(1.19544\) localized without a Jastrow factor, and \(1.19286\) localized with the factor optimized earlier, for the tilted node and without \(W\). Here adding that Jastrow factor does lower the fixed-node energy, by \(0.0026\) hartree.

**Q.** Must localization always raise the energy?

**A.** No, the sign depends on \(W\). In this model \(q\Psi_T\ge0\), because both factors change sign at the same node. Then \(\sqrt{q\Psi_T}\,\sqrt{q/\Psi_T}=|q|\), and for normalized \(\phi\), with integrals over the whole plane, the Cauchy–Schwarz inequality gives

\[
\langle q|\phi\rangle^2
\le\left(\int|q|\,|\phi|\right)^2
=\left(\int\sqrt{q\Psi_T}\,\sqrt{\frac q{\Psi_T}}\,|\phi|\right)^2
\le\langle q|\Psi_T\rangle\int\frac q{\Psi_T}\phi^2 .
\]

Multiplied by \(\lambda>0\), the right side is the expectation value of the localized potential and the left side that of \(W\). Localization therefore cannot lower the energy here. For \(\lambda<0\) the inequality reverses, and localization cannot raise it. Equality holds when \(\phi\propto\Psi_T\), so the error disappears if the guide is the state itself.

**Q.** So if my DMC energy drops after a change of \(J\) alone, what should I check?

**A.** First ask whether the potential is local and whether \(D\) really stayed fixed. If both hold, the drop is not a change in \(E_{\rm FN}\). Compare smaller time steps, larger populations, longer projections and the statistical errors. To lower the fixed-node energy itself, work on the nodes. The numerical output gives the full set of values for this model.

## Computed values

```
trap frequencies: 0.25 and 0.35 hartree; node tilt 30 degrees
centre-of-mass energy, included in all energies: 0.300 hartree
optimized Jastrow: a = 0.3333, b = 0.1117 per bohr
harmful Jastrow: a = -0.1667, b = 0.5000 per bohr
largest local-energy error against finite differences: 4.6e-08 hartree
fixed-node energy, tilted node, no guide: 1.162277 hartree = 31.6272 eV
fixed-node energy, untilted node: 1.146993 hartree
fermion energy, no node imposed: 1.146993 hartree = 31.2113 eV
node error of the tilted determinant: 0.015285 hartree
pure fixed-node mean separation: 4.2197 bohr
none: variational energy 1.200661 hartree
none: local-energy variance 0.032859 hartree^2
none: guided fixed-node energy 1.162277 hartree
none: mixed-estimator energy 1.162277 hartree
none: mixed mean separation 3.8832 bohr
harmful: variational energy 1.212320 hartree
harmful: local-energy variance 0.054088 hartree^2
harmful: guided fixed-node energy 1.162277 hartree
harmful: mixed-estimator energy 1.162277 hartree
harmful: mixed mean separation 3.8452 bohr
optimized: variational energy 1.170016 hartree
optimized: local-energy variance 0.002685 hartree^2
optimized: guided fixed-node energy 1.162277 hartree
optimized: mixed-estimator energy 1.162277 hartree
optimized: mixed mean separation 4.1779 bohr
nonlocal term: strength 0.2 hartree, projector exponent 0.25 per bohr^2
nonlocal term treated in full, untilted node: 1.192384 hartree
none: locality-approximation energy 1.195441 hartree
optimized: locality-approximation energy 1.192855 hartree
DMC: 2000 walkers, 800 inverse hartree of sampling after 50 of equilibration
none: DMC at step 1.6 per hartree: 0.70722 +- 0.05829 hartree, bias -0.45505
none: DMC at step 0.4 per hartree: 1.16286 +- 0.00020 hartree, bias +0.00058
none: DMC at step 0.2 per hartree: 1.16349 +- 0.00028 hartree, bias +0.00121
none: DMC extrapolated to zero step: 1.16412 +- 0.00059 hartree
none: population bias, 5 against 2000 walkers, step 0.4: +0.00852 +- 0.00035 hartree
optimized: DMC at step 1.6 per hartree: 1.13700 +- 0.01321 hartree, bias -0.02528
optimized: DMC at step 0.4 per hartree: 1.16230 +- 0.00008 hartree, bias +0.00002
optimized: DMC at step 0.2 per hartree: 1.16236 +- 0.00010 hartree, bias +0.00008
optimized: DMC extrapolated to zero step: 1.16242 +- 0.00022 hartree
optimized: population bias, 5 against 2000 walkers, step 0.4: +0.00168 +- 0.00013 hartree
```
